# Comment on the sign of the charge-conjugated Dirac current: a program that tests the result

```python
"""Charge conjugation and the sign of the Dirac current.

Result under test: with psi_c = B psi*, B = i gamma^2 (Dirac representation),
  commuting components:      psi_c^+ M psi_c = + psi^+ M psi
  anticommuting components:  psi_c^+ M psi_c = - psi^+ M psi (+ constant)
for M = 1 (density) and M = alpha_i (current / c). For field operators the
constant is (K/V) tr M, with K momenta in a box of volume V; normal ordering
removes it. Atomic units inside; q is the particle charge (electron: -1);
H_q = c alpha.(p - q A) + beta c^2 + q phi.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
c = 1 / constants.fine_structure

# Dirac matrices
one2 = np.eye(2)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(sigma[0], s) for s in sigma]
beta = np.kron(sigma[2], one2)
B = 1j * beta @ alpha[1]
vertices = [np.eye(4, dtype=complex)] + alpha


def same(x, y, tol=1e-10):
    """Equality relative to the largest entry of either side."""
    x, y = np.asarray(x), np.asarray(y)
    scale = max(np.abs(x).max(), np.abs(y).max())
    return np.abs(x - y).max() <= tol * scale


def bilinear(left, M, right):
    """Sum of M_ab left_a right_b, keeping the order of the factors."""
    total = np.zeros(left.shape[1:], complex)
    for a, b in zip(*np.nonzero(np.abs(M) > 1e-14)):
        total += M[a, b] * (left[a] @ right[b])
    return total


def conjugate(adj, psi):
    """Components of psi_c^+ and psi_c from those of psi^+ and psi."""
    return (np.einsum("ab,bij->aij", B.conj(), psi),
            np.einsum("ab,bij->aij", B, adj))


def sign_ratio(new, old):
    return (np.vdot(old, new) / np.vdot(old, old)).real


assert same(B @ B, np.eye(4)) and same(B.imag + 1, np.ones((4, 4)))
assert all(same(B @ a.conj() @ B, a) for a in alpha)
assert same(B @ beta.conj() @ B, -beta)

# Commuting components: random complex spinors as 1 x 1 matrices
rng = np.random.default_rng(3)
for _ in range(20):
    psi = (rng.normal(size=4) + 1j * rng.normal(size=4)).reshape(4, 1, 1)
    adj = psi.conj()
    adj_c, psi_c = conjugate(adj, psi)
    old = np.array([bilinear(adj, M, psi) for M in vertices])
    new = np.array([bilinear(adj_c, M, psi_c) for M in vertices])
    assert same(new, old)
ratio_commuting = sign_ratio(new, old)

# Eight fermion modes as explicit matrices
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
modes = []
for n in range(8):
    op = np.eye(1)
    for m in range(8):
        op = np.kron(op, parity if m < n else lower if m == n else one2)
    modes.append(op)
dim = 256
identity = np.eye(dim)
for i in range(8):
    for j in range(8):
        anti = modes[i] @ modes[j].T + modes[j].T @ modes[i]
        assert np.abs(anti - (i == j) * identity).max() < 1e-12

# Grassmann components: raising matrices all anticommute with each other
generators = np.array([m.T for m in modes], complex)
g_psi, g_adj = generators[:4], generators[4:]
g_adj_c, g_psi_c = conjugate(g_adj, g_psi)
old = np.array([bilinear(g_adj, M, g_psi) for M in vertices])
new = np.array([bilinear(g_adj_c, M, g_psi_c) for M in vertices])
assert np.abs(old).max() > 0.5 and same(new, -old)
ratio_grassmann = sign_ratio(new, old)

# Box and free spinors, momenta +k and -k along z
L_ang = 0.05
L = L_ang / BOHR
V = L**3
k = 2 * np.pi / L
E = np.sqrt(c**4 + (c * k)**2)
labels = [(k, 0), (k, 1), (-k, 0), (-k, 1)]
u, v = [], []
for mom, spin in labels:
    chi = one2[spin]
    w = np.concatenate([(E + c**2) * chi, c * mom * (sigma[2] @ chi)])
    w = w / np.linalg.norm(w)
    w_c = B @ w.conj()
    assert same((c * mom * alpha[2] + beta * c**2) @ w, E * w)
    assert same((-c * mom * alpha[2] + beta * c**2) @ w_c, -E * w_c)
    u.append(w)
    v.append(w_c)
b, d = modes[:4], modes[4:]


def field_parts(z):
    """Annihilation part (b) and creation part (d^+) of the field."""
    P = np.zeros((4, dim, dim), complex)
    N = np.zeros((4, dim, dim), complex)
    for n, (mom, _) in enumerate(labels):
        P += np.multiply.outer(u[n] * np.exp(1j * mom * z), b[n])
        N += np.multiply.outer(v[n] * np.exp(-1j * mom * z), d[n].T)
    return P / np.sqrt(V), N / np.sqrt(V)


def adjoint(F):
    return F.conj().transpose(0, 2, 1)


def normal_ordered(P, N, M):
    """Creation operators moved left, with a sign for each exchange."""
    Pd, Nd = adjoint(P), adjoint(N)
    return (bilinear(Pd, M, P) + bilinear(Pd, M, N)
            + bilinear(Nd, M, P) - bilinear(N, M.T, Nd))


def mean(op, state):
    return np.vdot(state, op @ state).real


# Unitary charge conjugation in Fock space
U = identity
for bn, dn in zip(b, d):
    U = U @ (identity - (bn - dn).T @ (bn - dn))
vacuum = identity[0]
assert same(U @ U.T, identity) and same(U @ vacuum, vacuum)
assert all(same(U @ bn @ U.T, dn) for bn, dn in zip(b, d))

weights = np.array([0.8, 0.2])
amp = np.sqrt(weights)
electron = (amp[0] * b[0].T + amp[1] * b[2].T) @ vacuum
positron = U @ electron


def wave(z):
    return (amp[0] * u[0] * np.exp(1j * k * z)
            + amp[1] * u[2] * np.exp(-1j * k * z)) / np.sqrt(V)


rows = []
K = 2
for z in (0.0, L / 4, 0.13 * L):
    P, N = field_parts(z)
    Psi = P + N
    Adj = adjoint(Psi)
    Adj_c, Psi_c = conjugate(Adj, Psi)
    assert same(np.array([U @ F @ U.T for F in Psi]), Psi_c)
    raw, ordered = [], []
    for M in vertices:
        J = bilinear(Adj, M, Psi)
        J_c = bilinear(Adj_c, M, Psi_c)
        constant = K / V * np.trace(M).real
        assert same(J_c, -J + constant * identity)
        Jn = normal_ordered(P, N, M)
        assert same(Jn, J - mean(J, vacuum) * identity)
        assert same(U @ Jn @ U.T, -Jn)
        raw.append(J)
        ordered.append(Jn)
    # Without ordering the density fails to flip, the current does flip
    assert not same(U @ raw[0] @ U.T, -raw[0], 1e-2)
    assert same(U @ raw[3] @ U.T, -raw[3])
    ratio_field = sign_ratio(U @ ordered[0] @ U.T, ordered[0])
    f = wave(z)
    f_c = B @ f.conj()
    row = dict(
        wave=np.vdot(f, f).real, wave_c=np.vdot(f_c, f_c).real,
        jwave=np.vdot(f, alpha[2] @ f).real,
        jwave_c=np.vdot(f_c, alpha[2] @ f_c).real,
        el=mean(ordered[0], electron), po=mean(ordered[0], positron),
        jel=mean(ordered[3], electron), jpo=mean(ordered[3], positron),
        raw_vac=mean(raw[0], vacuum), raw_el=mean(raw[0], electron),
        raw_po=mean(raw[0], positron), jvac=mean(raw[3], vacuum))
    density = (1 + 0.8 * c**2 / E * np.cos(2 * k * z)) / V
    current = 0.6 * c * k / E / V
    for key, sign in (("wave", 1), ("wave_c", 1), ("el", 1), ("po", -1)):
        assert same(row[key], sign * density)
        assert same(row["j" + key], sign * current)
    assert same(row["raw_vac"], 2 * K / V)
    assert abs(row["jvac"]) < 1e-10 / V
    rows.append(row)


def momentum_matrix(points):
    """Spectral -i d/dz on an odd periodic grid of length L."""
    z = np.arange(points) * L / points
    q = 2 * np.pi / L * np.arange(-(points // 2), points // 2 + 1)
    F = np.exp(1j * np.outer(z, q)) / np.sqrt(points)
    return z, F @ np.diag(q) @ F.conj().T


# Energy and total charge from integrals over the box
grid, p5 = momentum_matrix(5)
parts = [field_parts(z) for z in grid]
stack = np.array([P + N for P, N in parts])
slope = np.tensordot(p5, stack, axes=(1, 0))
h_stack = (c * np.einsum("ab,zbij->zaij", alpha[2], slope)
           + c**2 * np.einsum("ab,zbij->zaij", beta, stack))
energy_op = sum(bilinear(adjoint(F), vertices[0], hF)
                for F, hF in zip(stack, h_stack)) * V / 5
number = sum(bn.T @ bn + dn.T @ dn for bn, dn in zip(b, d))
assert same(energy_op, E * (number - 4 * identity))
assert same(U @ energy_op @ U.T, energy_op)
charge_op = -sum(normal_ordered(P, N, vertices[0]) for P, N in parts) * V / 5
assert same(charge_op, -sum(bn.T @ bn - dn.T @ dn for bn, dn in zip(b, d)))
E_vac = mean(energy_op, vacuum)
E_el = mean(energy_op, electron) - E_vac
E_po = mean(energy_op, positron) - E_vac
Q_el, Q_po = mean(charge_op, electron), mean(charge_op, positron)

h5 = c * np.kron(p5, alpha[2]) + c**2 * np.kron(np.eye(5), beta)
f5 = np.concatenate([wave(z) for z in grid])
f5_c = np.kron(np.eye(5), B) @ f5.conj()
E_wave = mean(h5, f5) * V / 5
E_wave_c = mean(h5, f5_c) * V / 5
assert same(E_wave, E) and same(E_wave_c, -E)
assert same(E_el, E) and same(E_po, E)

# Time evolution in external scalar and vector potentials
points = 21
z21, p21 = momentum_matrix(points)
phi_eV, cA_eV = 1.0e5, 5.0e4
phi = phi_eV / HARTREE * np.cos(2 * np.pi * z21 / L)
cA = cA_eV / HARTREE * np.sin(2 * np.pi * z21 / L)


def hamiltonian(q):
    return (c * np.kron(p21, alpha[2]) - q * np.kron(np.diag(cA), alpha[0])
            + c**2 * np.kron(np.eye(points), beta)
            + q * np.kron(np.diag(phi), np.eye(4)))


ct_ang = 0.025
time = ct_ang / BOHR / c
shape = np.exp(2 * np.cos(2 * np.pi * (z21 - L / 2) / L) + 1j * k * z21)
start = np.kron(shape, np.array([1, 0.3j, 0.5, 0.2 - 0.1j]))
start = start / np.linalg.norm(start)
B21 = np.kron(np.eye(points), B)
end = expm(-1j * time * hamiltonian(-1)) @ start
target = B21 @ end.conj()
opposite = expm(-1j * time * hamiltonian(+1)) @ (B21 @ start.conj())
unchanged = expm(-1j * time * hamiltonian(-1)) @ (B21 @ start.conj())
error_opposite = np.linalg.norm(target - opposite)
error_unchanged = np.linalg.norm(target - unchanged)
assert error_opposite < 1e-9 and error_unchanged > 0.1
s1, s2 = end.reshape(points, 4), opposite.reshape(points, 4)
for M in vertices:
    before = np.einsum("za,ab,zb->z", s1.conj(), M, s1)
    after = np.einsum("za,ab,zb->z", s2.conj(), M, s2)
    assert np.abs(before - after).max() < 1e-9

# Printed numbers
per_A3 = 1 / BOHR**3
print(f"box edge L = {L_ang:.3f} angstrom")
print(f"box volume V = {L_ang**3:.3e} angstrom^3")
print(f"1/V = {per_A3 / V:.1f} angstrom^-3")
print(f"wave number k = {k / BOHR:.3f} angstrom^-1")
print(f"c k (hbar = 1) = {c * k * HARTREE:.0f} eV")
print(f"rest energy = {c**2 * HARTREE:.0f} eV")
print(f"mode energy E = {E * HARTREE:.0f} eV")
print(f"rest energy / E = {c**2 / E:.5f}")
print(f"speed / c = {c * k / E:.5f}")
print(f"weights of +k, -k = {weights[0]:.1f}, {weights[1]:.1f}")
print("Ratio of conjugated to original density and current:")
print(f"  commuting numbers: {ratio_commuting:+.6f}")
print(f"  Grassmann components: {ratio_grassmann:+.6f}")
print(f"  normal-ordered field density: {ratio_field:+.6f}")
print("Number density in angstrom^-3 at z = 0 and z = L/4:")
for key, name in (("wave", "wave function"),
                  ("wave_c", "c-number conjugate"),
                  ("el", "field, electron, ordered"),
                  ("po", "field, positron, ordered"),
                  ("raw_vac", "field, vacuum, unordered"),
                  ("raw_el", "field, electron, unordered"),
                  ("raw_po", "field, positron, unordered")):
    x0, x1 = rows[0][key] * per_A3, rows[1][key] * per_A3
    print(f"  {name}: {x0:.1f}, {x1:.1f}")
print(f"constant 4K/V = {4 * K / V * per_A3:.1f} angstrom^-3")
print(f"wave density at z = 0 = {rows[0]['wave']:.2f} bohr^-3")
print("Current / c along z in angstrom^-3:")
for key, name in (("jwave", "wave function"),
                  ("jwave_c", "c-number conjugate"),
                  ("jel", "field, electron"),
                  ("jpo", "field, positron")):
    print(f"  {name}: {rows[0][key] * per_A3:.1f}")
print(f"  field, vacuum, size: {abs(rows[0]['jvac']) * per_A3:.1f}")
print("Energy in eV:")
print(f"  wave function: {E_wave * HARTREE:.0f}")
print(f"  c-number conjugate: {E_wave_c * HARTREE:.0f}")
print(f"  field, electron above vacuum: {E_el * HARTREE:.0f}")
print(f"  field, positron above vacuum: {E_po * HARTREE:.0f}")
print(f"charge of electron state = {Q_el:+.6f} e")
print(f"charge of positron state = {Q_po:+.6f} e")
print("Evolution of a normalized packet in external potentials:")
print(f"  amplitude of phi energy = {phi_eV:.0f} eV")
print(f"  amplitude of c A energy = {cA_eV:.0f} eV")
print(f"  c times duration = {ct_ang:.3f} angstrom")
print(f"  mismatch norm, charge reversed = {error_opposite:.1e}")
print(f"  mismatch norm, charge kept = {error_unchanged:.4f}")
print("checks complete")
```

Output:

```
box edge L = 0.050 angstrom
box volume V = 1.250e-04 angstrom^3
1/V = 8000.0 angstrom^-3
wave number k = 125.664 angstrom^-1
c k (hbar = 1) = 247968 eV
rest energy = 510999 eV
mode energy E = 567986 eV
rest energy / E = 0.89967
speed / c = 0.43657
weights of +k, -k = 0.8, 0.2
Ratio of conjugated to original density and current:
  commuting numbers: +1.000000
  Grassmann components: -1.000000
  normal-ordered field density: -1.000000
Number density in angstrom^-3 at z = 0 and z = L/4:
  wave function: 13757.9, 2242.1
  c-number conjugate: 13757.9, 2242.1
  field, electron, ordered: 13757.9, 2242.1
  field, positron, ordered: -13757.9, -2242.1
  field, vacuum, unordered: 32000.0, 32000.0
  field, electron, unordered: 45757.9, 34242.1
  field, positron, unordered: 18242.1, 29757.9
constant 4K/V = 64000.0 angstrom^-3
wave density at z = 0 = 2038.71 bohr^-3
Current / c along z in angstrom^-3:
  wave function: 2095.6
  c-number conjugate: 2095.6
  field, electron: 2095.6
  field, positron: -2095.6
  field, vacuum, size: 0.0
Energy in eV:
  wave function: 567986
  c-number conjugate: -567986
  field, electron above vacuum: 567986
  field, positron above vacuum: 567986
charge of electron state = -1.000000 e
charge of positron state = +1.000000 e
Evolution of a normalized packet in external potentials:
  amplitude of phi energy = 100000 eV
  amplitude of c A energy = 50000 eV
  c times duration = 0.025 angstrom
  mismatch norm, charge reversed = 2.4e-15
  mismatch norm, charge kept = 1.3748
checks complete
```
